# Zero-temperature field-driven hopping: why ln J follows minus E^(−1/4)

## Entry 1. A small change of length, a large change of current

Take a model insulating film with $10^{20}$ localized states per eV and cm³ and a decay length of 0.2 nm. At 1 MV/cm, the counting estimate derived below gives a hop length of 3.36 nm and a current density of $4.1\times10^{-8}$ A/cm². At 3 MV/cm the hop length is 2.55 nm and the current density $2.3\times10^{-4}$ A/cm². The hop shortens by 24 per cent, and the current rises about 5500 times. What fixes the length, and why does it depend so weakly on the field?

**Conventions.** The density of localized states $g$, per energy and volume, is constant near the Fermi level. Site energies $\varepsilon$ are measured from the local Fermi level and are independent of position. The $x$ axis points along the force on an electron, and $E>0$ is the field magnitude. Moving by $x$ lowers the electrostatic energy by $eEx$, so the total energy changes by

$$\Delta=\varepsilon_j-\varepsilon_i-eEx_{ij}.$$

At zero temperature no phonon can be absorbed, so a hop needs $\Delta<0$. The amplitude of a state decays as $e^{-r/a}$, and the rate contains its square:

$$w_{ij}=\nu_0e^{-2r_{ij}/a}\quad(\Delta<0),\qquad w_{ij}=0\quad(\Delta>0).$$

The attempt rate $\nu_0$ is taken to be independent of the energy released. Entry 7 returns to this.

## Entry 2. One electron looks for a target

The simplest case has a fixed energy window $W$ of available states. A sphere of radius $R$ then holds $4\pi gWR^3/3$ targets. Setting this to one gives a length without $E$, so the exponent of the rate does not depend on the field.

Now let the field open the window. An electron at $\varepsilon_i=0$ has filled states below it and empty states above it. An empty state at displacement $x$ is accessible if $0<\varepsilon_j<eEx$, which requires $x>0$. With $x=r\cos\theta$, the forward half-ball contains

$$N(R)=geE\int_0^R r^3dr\;2\pi\int_0^1\cos\theta\,d(\cos\theta)
=geE\,\frac{R^4}{4}\,2\pi\,\frac12=\frac{\pi}{4}geER^4.$$

Three powers of $R$ come from volume and the fourth from the energy window. Define

$$\lambda=(geE)^{-1/4}.$$

Then $N(R_1)=1$ gives

$$R_1=\left(\frac4\pi\right)^{1/4}\lambda=1.062\,\lambda .$$

For independently placed sites, the probability of no target within $R$ is $e^{-N(R)}$. The mean nearest distance is the integral of this probability:

$$\langle R\rangle=\int_0^\infty e^{-(R/R_1)^4}dR=\Gamma(5/4)R_1=0.963\,\lambda.$$

Randomly drawn sites gave $0.966\lambda$. The fraction with no target within $\lambda$ was 0.463, against $e^{-\pi/4}=0.456$.

**Limit: a narrow band.** If empty states extend only up to $W$, the window becomes $\min(eEx,W)$. For $eER\gg W$ it is $W$ over nearly the whole half-ball, and $N\to2\pi gWR^3/3$. The field drops out again. The fourth-root law therefore needs constant $g$ over energies of order $eER_1$.

## Entry 3. Why a typical hop is not yet a current

Inserting $R_1$ in the rate suggests $\ln J\simeq-2R_1/a$. But suppose we average the nearest-hop rate instead. With $\rho=R/\lambda$ and

$$s=\frac{2\lambda}{a},$$

the distance distribution is $\pi\rho^3e^{-\pi\rho^4/4}$. For $s\gg1$ the rate cuts off the integral at small $\rho$, where the last exponential is close to one:

$$\langle e^{-s\rho}\rangle\simeq\pi\int_0^\infty\rho^3e^{-s\rho}d\rho=\frac{6\pi}{s^4}.$$

Since $s^4\propto1/E$, this average is linear in $E$, not exponential. It is dominated by rare close pairs. An electron crosses such a pair quickly and then has to leave it. A steady current needs a continuing chain, including its difficult hops.

Let $f_i$ be the mean occupation of site $i$. Neglecting correlations between occupations, the flow from $i$ to $j$ and its steady balance are

$$F_{ij}=w_{ij}f_i(1-f_j),\qquad \sum_jF_{ji}=\sum_jF_{ij}.$$

The factor $1-f_j$ forbids double occupation. Averaging the electron current over all cross-sections of a volume $V$ gives the magnitude

$$J=\frac eV\sum_{ij}F_{ij}x_{ij}.$$

## Entry 4. Scaling removes every parameter but one

Write $\mathbf r=\lambda\boldsymbol\rho$ and $\varepsilon=eE\lambda u$, and from here let $x$ denote the scaled displacement. The number of states per scaled volume and scaled energy is

$$g\,\lambda^3\,(eE\lambda)=geE\lambda^4=1.$$

The hop condition becomes $u_j<u_i+x_{ij}$, and the rate becomes $\nu_0e^{-s\rho_{ij}}$. Apart from the overall $\nu_0$, only $s$ remains. In $J$, the displacement supplies $\lambda$ and the volume $\lambda^3$, hence

$$J=\frac{e\nu_0}{\lambda^2}\,j(s),\qquad
s=\left(\frac{E_*}{E}\right)^{1/4},\qquad E_*=\frac{16}{gea^4}.$$

The last relation follows from $s^4=16\lambda^4/a^4=16/(geEa^4)$. The prefactor varies as $E^{1/2}$. If

$$\ln j(s)\simeq-Cs\qquad(s\gg1),$$

with $C$ a positive finite number, then

$$\boxed{\ln J\simeq-C\left(\frac{E_*}{E}\right)^{1/4}\quad\text{to leading order.}}$$

Counting suggests $C\approx1.062$. It remains to show that the exponent is really proportional to $s$.

## Entry 5. Bounds on the exponent

Take a large, fixed periodic sample with $n$ sites in a finite energy band, about half filled.

**The exponent cannot vanish.** Follow a nonzero flow from site to site. Balance guarantees a way onward, so some site is eventually revisited and a closed chain is found. Subtract the smallest flow on that chain from all its hops. Balance survives and at least one hop is removed. Repetition splits the whole flow into closed chains.

Along a closed chain the changes of $u$ add to zero, while each hop obeys $u_j-u_i<x_{ij}$. Summing gives $\sum x_{ij}>0$: the chain must wind around the sample along the force.

Can it do so with all hops shorter than $\xi$? Let $v$ be the change of $u$ in one hop. If a chain of $m$ hops closes, its last change satisfies $v_m<\xi$, so the first $m-1$ changes add to more than $-\xi$. For any $q>0$, the expected number of such open chains from a given site is at most $e^{q\xi}K(q)^{m-1}$, because the weight $e^{q(\sum v+\xi)}$ is at least one on every chain counted. Here

$$K(q)=\int_{\rho<\xi}d^3\rho\int_{-\infty}^{x}e^{qv}dv
=\frac1q\int_{\rho<\xi}e^{qx}d^3\rho .$$

The angular integral of $e^{q\rho\cos\theta}$ is $4\pi\sinh(q\rho)/(q\rho)$. Integration by parts over $\rho$ then gives

$$K=\frac{4\pi}{q^2}\int_0^\xi\rho\sinh(q\rho)d\rho
=\frac{4\pi}{q^2}\left[\frac{\xi\cosh q\xi}{q}-\frac{\sinh q\xi}{q^2}\right].$$

With $y=q\xi$ this is $K=\xi^4\,4\pi(y\cosh y-\sinh y)/y^4$. The factor after $\xi^4$ has its minimum, 2.981, at $y=2.399$. Thus $K$ can be made less than one if

$$\xi<2.981^{-1/4}=0.761.$$

A winding chain in a sample of length $L$ needs at least $L/\xi$ hops. For $K<1$ the expected number of such chains falls exponentially with $L$, while the number of starting sites grows only as a power. In a large sample every closed chain therefore contains, with probability approaching one, a hop of at least $0.761\lambda$. Its flow is at most $\nu_0e^{-0.761s}$. At fixed $n$, the number of hops and windings changes the current bound only by a factor independent of $s$. Hence $C\ge0.761$. This is a bound, not an estimate.

**The exponent cannot be infinite.** Let $I$ be the number current through a cross-section. Each closed chain winds forward at least once, so no single flow exceeds $I$. Call a site full if $f\ge1/2$ and empty otherwise. An allowed hop from a full to an empty site has $f_i(1-f_j)>1/4$, and therefore requires $I>\nu_0e^{-s\rho}/4$.

Divide the sample into cubic cells of side $b$, large enough that the gaps between levels in each cell, and from its outermost levels to the band edges, are smaller than some $\delta<b$. Take the band to be wider than $3b$. Suppose that no allowed full-to-empty hop exists within $\sqrt{11}\,b$, the greatest distance between points in a cell and the second cell ahead. Let $M_k$ be the highest full level in cell $k$ and $m_k$ the lowest empty one. Then $m_k\le M_k+\delta$. Sites two cells ahead are displaced by at least $b$, so the absence of an allowed hop means

$$m_{k+2}\ge M_k+b\ge m_k+b-\delta>m_k.$$

The level rises at every step, yet periodicity returns us to the starting cell. This is a contradiction. Wholly full or wholly empty cells offer no escape, provided the sample contains both full and empty sites: a full cell next to an empty one permits a hop from a high level to a low one, and a mixed cell cannot be reached again after the rising level has left the band. So $I>\nu_0e^{-\sqrt{11}bs}/4$ for this sample.

The exponent is thus bracketed by two multiples of $s$. As $s$ grows, the rates separate exponentially, and the leading terms of the balance have exponents proportional to $s$. I take it as an assumption that the resulting slope tends to one number $C$ in large samples. The next entry solves small samples at moderate $s$; it does not test this limit.

## Entry 6. Solving the balance, and tripling the field

The balance was solved in four periodic samples of 493 sites, with box side $4.3\lambda$. Their shortest hop cutoffs permitting a closed chain averaged $0.850\lambda$, above the bound. This mean is uncertain by 0.01 to $0.02\lambda$ through sample scatter and box size, and a single small sample can fall below the bound, which holds only for large samples. The mean logarithms were

| $s$ | mean $\ln j$ |
|---|---|
| 5.00 | −4.81 |
| 6.08 | −6.16 |
| 8.00 | −8.33 |
| 9.50 | −9.89 |

The standard deviation between samples grows from 0.14 at $s=5$ to 0.31 at $s=9.5$, so the second decimal of these means belongs to these four samples only. A straight line in $s$ gives $C\approx1.13$ and intercept 0.76. Its rms misfit in $\ln j$ is 0.07. Lines in $s^2$ and $s^4$, which would mean $E^{-1/2}$ and $E^{-1}$, miss by 0.225 and 0.507. A line in $\sqrt s$, however, misses by only 0.018. The data thus speak against the steeper laws but do not by themselves establish linearity in $s$. That rests on the bounds and the assumption of Entry 5.

The data are not perfectly straight: the last local slope is 0.83 of the first, falling from about 1.25 to 1.04. The cause was not determined. The fitted $C$ belongs to this range of $s$ and these small samples; it is not a precise asymptotic constant.

Varying $s$ at fixed scaled disorder amounts to varying $a$. Does the result also predict a change of field? Keep the same sites and $a$, start at $s=8$, and triple $E$. Then $s$ falls to $8/3^{1/4}=6.08$, and scaling predicts

$$\Delta\ln J=\tfrac12\ln3+(-6.159+8.326)=0.549+2.167=2.716.$$

The direct solution gave 2.658. The comparison is only approximate: the difference of 0.06 is smaller than the scatter between samples, and the two possible causes that follow were not separated. The stronger field makes other sites in the sample important, and the fixed energy band becomes narrower in units of $eE\lambda$, which grows as $E^{3/4}$.

**Limit: finite temperature.** Climbing an energy $eEx$ (physical $x$ again) costs $eEx/kT$ in the exponent; tunnelling the same distance costs $2x/a$. They match at

$$kT_\times=\frac{eEa}{2}.$$

The zero-temperature law needs $T\ll T_\times$. In two samples at $s=6.08$, admitting upward hops raised $\ln J$ by 0.04 at $T=0.1T_\times$ and by 0.53 at $T=T_\times$. At fixed $T/T_\times$ the thermal exponent is $\Delta/kT=s(T_\times/T)\,\Delta/(eE\lambda)$. In scaled units the shift therefore depends only on $s$ and $T/T_\times$, but a single value of $s$ does not show how it continues to the larger $s$ of a real film.

## Entry 7. The film in numbers

The example uses rough values for a porous organosilicate-like film: $a=0.2$ nm, $\nu_0=10^{13}$ s⁻¹, relative permittivity 3 and tunnelling mass half the electron mass. At 1 MV/cm,

$$geE=(0.1\ \mathrm{eV^{-1}nm^{-3}})(0.1\ \mathrm{eV/nm})=0.01\ \mathrm{nm^{-4}},$$

so $\lambda=3.162$ nm, $s=31.62$ and $R_1=3.359$ nm. The exponent is $2R_1/a=33.59$. With $\lambda^2=10^{-13}$ cm², the prefactor is $1.60\times10^7$ A/cm², and

$$J_{\rm count}=1.60\times10^7e^{-33.59}
=4.1\times10^{-8}\ \mathrm{A/cm^2}=4.1\times10^{-4}\ \mathrm{A/m^2}.$$

| $E$ (MV/cm) | $2R_1/a$ | $J$, counting (A/cm²) |
|---|---|---|
| 1 | 33.6 | $4.1\times10^{-8}$ |
| 2 | 28.2 | $1.2\times10^{-5}$ |
| 3 | 25.5 | $2.3\times10^{-4}$ |

This answers the opening question. Tripling $E$ multiplies the hop length by $3^{-1/4}=0.760$, but the exponent is large: it falls by 8.07, a factor of about 3200 in current. The prefactor supplies another $\sqrt3$.

These currents show the trend, not reliable absolute values. The network was solved only for $s\le9.5$, where its slope was still falling, while the film has $s=24$–32. Beyond $s=9.5$, replacing the fitted slope 1.13 by 0.85, the mean closed-chain cutoff of the samples, changes the current at 1 MV/cm by a factor of about 500. The fitted line should therefore not be extended to the film. The rise between 1 and 3 MV/cm is uncertain as well: it would be about 1100 for slope 0.85 and about 9000 for slope 1.13, against 5500 from counting.

**Beside a real film.** Low-k films are used near or above room temperature, where this model's main assumption fails. The crossover temperatures are 116, 232 and 348 K at the three fields, so $T=0.1T_\times$ means about 12, 23 and 35 K. At 300 K, minimizing $2R/a+3/(4\pi gR^3kT)$, the tunnelling cost plus the typical thermal cost, gives an exponent of 30.6. This is below the counting value 33.6 at 1 MV/cm, but both numbers are rough: continuing the table of Entry 6 with slopes from 0.85 to 1.13 gives $-\ln j$ between about 29 and 35 at this field. The two exponents are comparable, so temperature cannot be neglected, but their order is not established. The chosen $g$ is high, as for a heavily defective film. Ten times fewer states would multiply the exponent by $10^{1/4}=1.78$ and lower the 1 MV/cm current by more than eleven orders of magnitude. The highest field is half of a rough breakdown field of 6 MV/cm.

Other neglected effects matter even when the film is cold:

- **Energy release.** A hop of length $R_1$ from the Fermi level to an empty state releases at most $eER_1=0.34$ eV at 1 MV/cm and 0.77 eV at 3 MV/cm, or 2.6 and 5.9 phonons of 0.13 eV. If each additional phonon cost a factor of ten, an assumed figure for sizing, the extra 3.3 phonons would cancel a factor of about 2000 of the rise. This is probably an overestimate: although hops that start above the Fermi level or end below it can release more than $eER_1$, most hops release less, and electrons can also take other paths whose hops release less. If the paths stay the same in scaled units, the correction to $\ln J$ varies as $E^{3/4}$ and fades at low field.
- **Barrier tilt.** The decay length corresponds to a barrier $\hbar^2/(2ma^2)=1.9$ eV. Letting it fall linearly along a hop parallel to the force reduces the exponent from 33.6 to 32.1 at 1 MV/cm and from 25.5 to 22.8 at 3 MV/cm. The change of exponent alone would raise the currents about 5 and 16 times; the slowly varying tunnelling prefactor is left out.
- **Escape to the band.** Tunnelling through the triangular barrier has exponents of 127 and 42 at these fields, well above the hopping exponents. If the empty sites are charged, however, the Poole-Frenkel lowering is 0.44 to 0.76 eV, not small beside 1.9 eV, and this comparison needs revision.

**Limit: very low field.** Coulomb repulsion depletes states near the Fermi level over about 0.1 eV here. Since $eER_1\propto E^{3/4}$, the hop energy falls to this scale near 0.2 MV/cm. Below it, the hop energy is set by the Coulomb energy at the hop distance,

$$eER\sim\frac{e^2}{4\pi\epsilon R}\quad\Rightarrow\quad R\sim\left(\frac{e}{4\pi\epsilon E}\right)^{1/2},$$

where $\epsilon$ is the permittivity. The exponent then varies as $E^{-1/2}$. The change from one law to the other is gradual. Even at 1 MV/cm the depleted range of 0.1 eV is not small beside $eER_1=0.34$ eV, and energy release and barrier tilt already matter there. For this film the fourth-root law is thus an idealized low-temperature guide, not a law established over a range of fields. The numerical output below gives the values field by field; its network currents come from extending the fitted line and should not be read as predictions.

## Numbers as computed

```
nearest hop/lam: sampled 0.966, law 0.963
P(no target within lam): sampled 0.463, law 0.456
counting constant (4/pi)^(1/4) = 1.0623
chain bound: q*xi = 2.399, K/xi^4 = 2.981
lower bound on longest hop/lam = 0.761
closed-chain cutoff/lam = 0.850, sample s.d. 0.015
network: 4 samples, 493 sites, box 4.3 lam
s = 5.000: mean ln j = -4.808, sample s.d. 0.143
s = 6.079: mean ln j = -6.159, sample s.d. 0.163
s = 8.000: mean ln j = -8.326, sample s.d. 0.233
s = 9.500: mean ln j = -9.892, sample s.d. 0.313
fit: C = 1.127, intercept = 0.757
last/first local slope = 0.833
rms misfit in ln j: E^(-1/4) 0.065, E^(-1/2) 0.225, E^(-1) 0.507
field x3: ln J change 2.658, scaling predicts 2.716
ln J shift at kT/(eEa/2)=0.1: 0.044; at 1: 0.527
g = 1.0e+20 /(eV cm3), a = 0.2 nm, nu0 = 1e+13 /s
permittivity 3.0, mass 0.5 m_e, barrier 1.905 eV
E* = 1.0000e+06 MV/cm
Coulomb gap scale = 0.105 eV
thermal hopping at 300 K: R = 2.29 nm, exponent 30.59
rough inputs: phonon 0.13 eV, breakdown 6.0 MV/cm
E = 1 MV/cm: lam = 3.162 nm, s = 31.62, R1 = 3.359 nm
  eER1 = 0.336 eV = 2.6 phonons, 2R1/a = 33.59
  prefactor = 1.602e+07 A/cm2
  J: counting 4.13e-08, network 1.13e-08 A/cm2
  eEa/2k = 116 K, Poole-Frenkel 0.438 eV
  exponent: tilted hop 32.06, field ionization 127.00
  field/breakdown = 0.17
E = 2 MV/cm: lam = 2.659 nm, s = 26.59, R1 = 2.825 nm
  eER1 = 0.565 eV = 4.3 phonons, 2R1/a = 28.25
  prefactor = 2.266e+07 A/cm2
  J: counting 1.22e-05, network 4.64e-06 A/cm2
  eEa/2k = 232 K, Poole-Frenkel 0.620 eV
  exponent: tilted hop 26.04, field ionization 63.50
  field/breakdown = 0.33
E = 3 MV/cm: lam = 2.403 nm, s = 24.03, R1 = 2.552 nm
  eER1 = 0.766 eV = 5.9 phonons, 2R1/a = 25.52
  prefactor = 2.775e+07 A/cm2
  J: counting 2.28e-04, network 1.02e-04 A/cm2
  eEa/2k = 348 K, Poole-Frenkel 0.759 eV
  exponent: tilted hop 22.75, field ionization 42.33
  field/breakdown = 0.50
```
